\section*{Surface and Bulk Densities of States near a Lattice Band Bottom}

\section*{The problem}

A lead that ends at a surface is modelled by a simple hypercubic lattice in $d$ dimensions with spacing $a$. The sites are $\mathbf n=(n_1,\dots,n_d)$ with $n_1=1,2,3,\dots$, while the other $n_i$ run over all integers. There is one orbital per site, and nearest neighbours are coupled by $-t$ with $t>0$. All site levels equal $2dt$, which puts the bottom of the bulk band at $E=0$. Unless stated otherwise, the surface sites have the same level and couplings as all others.

The local density of states at site $\mathbf n$, per spin, is
\begin{equation}
\rho_{\mathbf n}(E)=\sum_\nu|\psi_\nu(\mathbf n)|^2\,\delta(E-E_\nu).
\end{equation}
We write $\rho_s$ for a surface site ($n_1=1$), $\rho_b$ for a site of the infinite lattice, $x=E/t$, and $q_i=k_ia$. The aim is to find how $\rho_s$ and $\rho_b$ start at the band bottom, and when the answer fails.

\section*{(a) Which weight does each state have on the surface?}

\textit{Find the eigenstates, and write $\rho_s$ and $\rho_b$ as integrals over $q_1,\dots,q_d$.}

\textbf{Solution.} The Hamiltonian is a sum of one term per axis, so its eigenstates are products. Along each axis parallel to the surface they are plane waves with energy $2t(1-\cos q_i)$. Along the normal, for $n\ge2$,
\begin{equation}
E_1\psi_n=2t\psi_n-t\psi_{n+1}-t\psi_{n-1}.
\end{equation}
For $n=1$ the last term is missing, because there is no site $0$. The same equation therefore holds for all $n\geq 1$ if we demand $\psi_0=0$. Its solutions are $\psi_n\propto\sin(nq_1)$ with $0<q_1<\pi$ and $E_1=2t(1-\cos q_1)$.

To normalize, let the chain have $L$ sites, so that also $\psi_{L+1}=0$ and $q_1=\pi j/(L+1)$ with $j=1,\dots,L$. Then
\begin{equation}
\sum_{n=0}^{L}\sin^2(nq_1)=\frac{L+1}{2}-\frac12\sum_{n=0}^{L}\cos(2nq_1)=\frac{L+1}{2},
\end{equation}
since the cosine sum runs over whole turns of the unit circle. The weight on layer $n$ is thus $2\sin^2(nq_1)/(L+1)$. For $L\to\infty$ the sum over $j$ becomes $\frac{L+1}{\pi}\int_0^\pi dq_1$. The integrand is even in $q_1$, so this equals $(L+1)\int_{-\pi}^{\pi}dq_1/2\pi$. Each parallel axis contributes $\int_{-\pi}^{\pi}dq_i/2\pi$ with weight one. Hence
\begin{align}
\rho_b(E)&=\int\frac{d^dq}{(2\pi)^d}\,\delta(E-E_{\mathbf q}),\\
\rho_s(E)&=\int\frac{d^dq}{(2\pi)^d}\,2\sin^2q_1\,\delta(E-E_{\mathbf q}),
\end{align}
with $E_{\mathbf q}=2t\sum_i(1-\cos q_i)$. The two differ by the factor $2\sin^2q_1$. It is small for long waves, because the wave must vanish one spacing beyond the surface.

\section*{(b) How do the two densities start?}

\textit{Find the leading power of $E$ and its prefactor for both.}

\textbf{Solution.} Put $u_i=2\sin(q_i/2)$, which maps $-\pi<q_i<\pi$ onto $-2<u_i<2$. From $2(1-\cos q)=4\sin^2(q/2)$, $du=\cos(q/2)\,dq$ and $\sin q=2\sin(q/2)\cos(q/2)$ we obtain
\begin{equation}
E=t\sum_iu_i^2,\qquad dq_i=\frac{du_i}{\sqrt{1-u_i^2/4}},\qquad 2\sin^2q_1=2u_1^2\left(1-\frac{u_1^2}{4}\right).
\label{eq:u}
\end{equation}
No approximation has been made. For $E<4t$ the surface of constant energy is a sphere of radius $r=\sqrt x$ lying inside the cube $|u_i|<2$.

For $x\ll1$ the factors $1-u_i^2/4$ may be replaced by one. The area of the unit sphere is $S_d=2\pi^{d/2}/\Gamma(d/2)$, so
\begin{equation}
\int d^du\,\delta(E-tu^2)=S_d\int_0^\infty r^{d-1}\delta(E-tr^2)\,dr=S_d\,\frac{r^{d-1}}{2tr}\bigg|_{r=\sqrt x}=\frac{\pi^{d/2}}{\Gamma(d/2)}\,\frac{x^{d/2-1}}{t}.
\end{equation}
Dividing by $(2\pi)^d$ and using $(2\pi)^d/\pi^{d/2}=(4\pi)^{d/2}$ gives
\begin{equation}
\rho_b\simeq\frac{x^{d/2-1}}{t\,(4\pi)^{d/2}\,\Gamma(d/2)}.
\label{eq:bulk}
\end{equation}
At the surface the integrand has the extra factor $2u_1^2$. On the sphere $\sum_iu_i^2=x$, and all axes are equivalent, so the average is $\langle u_1^2\rangle=x/d$. Therefore
\begin{equation}
\frac{\rho_s}{\rho_b}\simeq\frac{2x}{d}=\frac{2E}{d\,t}.
\label{eq:ratio}
\end{equation}
With $\frac d2\Gamma(\frac d2)=\Gamma(\frac d2+1)$ this becomes
\begin{equation}
\rho_s\simeq\frac{x^{d/2}}{t\,(4\pi)^{d/2}\,\Gamma(d/2+1)}.
\label{eq:surf}
\end{equation}

The surface density rises as $E^{d/2}$ and the bulk density as $E^{d/2-1}$. The extra power of $E$ is the squared normal wave number, $2q_1^2$, averaged over the states at energy $E$. In one dimension the bulk density diverges as $E^{-1/2}$ while the surface density vanishes as $E^{1/2}$. In two dimensions the bulk has a step and the surface a linear rise.

Numerical integration over the wave numbers between $x=0.001$ and $x=0.004$ gives the mean exponents $1.4999$ (surface) and $0.5003$ (bulk) for $d=3$, and $0.4997$ and $-0.4997$ for $d=1$.

\section*{(c) How far do the laws reach, in energy and in depth?}

\textit{Find the first correction in $x$, and the density on deeper layers.}

\textbf{Solution.} Expand the factors in (\ref{eq:u}) to first order. The product of all $(1-u_i^2/4)^{-1/2}$ is $1+\sum_iu_i^2/8=1+x/8$ on the sphere, so the bulk law (\ref{eq:bulk}) is multiplied by $1+x/8$ in every dimension. The surface integrand becomes
\begin{equation}
2u_1^2\left(1+\frac x8-\frac{u_1^2}{4}\right),
\end{equation}
which requires $\langle u_1^4\rangle$. Take $d$ independent Gaussian variables of unit variance. Their direction is independent of their length $r$, with $\langle u_1^4\rangle=3$ and $\langle r^4\rangle=3d+d(d-1)=d(d+2)$. On a sphere with $r^2=x$ this implies $\langle u_1^4\rangle=3x^2/[d(d+2)]$. Dividing by $\langle u_1^2\rangle=x/d$ gives $3x/(d+2)$, and the surface law (\ref{eq:surf}) is multiplied by
\begin{equation}
1+\frac x8-\frac{3x}{4(d+2)}=1+\frac{(d-4)\,x}{8(d+2)}.
\end{equation}
For $d=3$ this is $1-x/40$.

On layer $n$ the weight is $2\sin^2(nq_1)\simeq2n^2q_1^2$ as long as $n\sqrt x\ll1$, so the density is $n^2\rho_s$. The exponent $d/2$ thus holds on every fixed layer at low enough energy. As a check, in a single chain the third layer exceeds the first by $(\sin3q/\sin q)^2=(3-4\sin^2q)^2\simeq9-24x$, which is $8.976$ at $x=0.001$. Direct solution of a long chain with a small broadening gives $8.975$.

Deeper inside, the answer depends on $d$. For $d=3$ the area of a sphere between two parallel planes is proportional to their distance, so $q_1$ is spread evenly between $-\sqrt x$ and $\sqrt x$. To leading order in $x$,
\begin{equation}
\frac{\rho_n}{\rho_b}\simeq\frac{1}{2\sqrt x}\int_{-\sqrt x}^{\sqrt x}\left[1-\cos(2nq_1)\right]dq_1=1-\frac{\sin(2n\sqrt x)}{2n\sqrt x}.
\label{eq:depth}
\end{equation}
Bulk behaviour returns, with decaying oscillations, beyond a depth of about $a/\sqrt x=1/k$. For $d=1$ there is one value of $|q_1|$ at each energy. The ratio $2\sin^2(nq_1)$ then oscillates without decay about its mean of one.

\section*{(d) What if the surface level is shifted?}

\textit{Add an energy $U$ to the level of every surface site. When does the surface exponent survive?}

\textbf{Solution.} The wave numbers along the surface are still conserved, so one chain can be treated at a time. Let $g$ be the retarded Green function on the first site of the unshifted chain, and $\varepsilon=E_1-2t$. Eliminating all sites but the first gives
\begin{equation}
g^{-1}=\varepsilon-t^2g,\qquad G^{-1}=\varepsilon-U-t^2g=g^{-1}-U,
\end{equation}
hence $G=g/(1-Ug)$. With $\varepsilon=-2t\cos q$, the first equation reads $t^2g^2+2t\cos q\,g+1=0$. Its roots are $-e^{\pm iq}/t$, and the retarded one has a negative imaginary part: $g=-e^{iq}/t$. The unshifted density $-\mathrm{Im}\,g/\pi=\sin q/(\pi t)$ agrees with part (a).

Since $U$ is real, $\mathrm{Im}\,G=\mathrm{Im}\,g/|1-Ug|^2$. Write $y=E_1/t$ for the normal energy, so that $\cos q=1-y/2$. Then
\begin{equation}
|1-Ug|^2=1+\frac{2U}{t}\cos q+\frac{U^2}{t^2}=\left(1+\frac Ut\right)^2-\frac Ut\,y .
\label{eq:den}
\end{equation}
In $d$ dimensions $0\le y\le x$. There are three cases.

\begin{itemize}
\item $U>-t$: the denominator tends to a constant. The exponent $d/2$ survives, and $\rho_s$ is multiplied by $1/(1+U/t)^2$. This requires $|U|x/t\ll(1+U/t)^2$.
\item $U=-t$: the denominator is $y$, and the chain density is $\sin q/(\pi ty)\simeq1/(\pi t\sqrt y)$. This is twice the bulk value $1/(2\pi t\sqrt y)$. After the sum over parallel wave numbers $\rho_s\simeq2\rho_b$, and the bulk exponent $d/2-1$ appears at the surface. For $d=3$ and $x=0.001$ the computed ratio is $1.9998$.
\item $U<-t$: the condition $1=Ug$ has a solution $g=-e^{-\kappa}/t$ with $e^{\kappa}=-U/t>1$. The chain has a bound level at
\begin{equation}
E_1=2t-2t\cosh\kappa=2t+U+\frac{t^2}{U}=\frac{(U+t)^2}{U}<0 .
\end{equation}
For $U=-1.5t$ this is $-0.1667\,t$, as diagonalization of a finite chain confirms. For $d\ge2$ the level broadens into a surface band that begins below the bulk band, so the surface density no longer starts at $E=0$. For $d=1$ it stays a single discrete level. The denominator (\ref{eq:den}) again tends to a non-zero constant, so the continuum above $E=0$ still starts as $E^{1/2}$.
\end{itemize}

For $d\ge2$ the surface density therefore starts at $E=0$ with the law $E^{d/2}$ only if $U>-t$. For $d=1$ the continuum follows this law for every $U\ne-t$.

\section*{(e) Unequal hoppings and thermal filling}

\textit{Let the hopping along axis $i$ be $t_i$. Which hoppings enter the ratio? Then, for equal hoppings, find the ratio of surface to bulk electron density under Boltzmann filling.}

\textbf{Solution.} Now $E=\sum_it_iu_i^2$. With $v_i=\sqrt{t_i}\,u_i$ the energy surface is again a sphere, $\sum_iv_i^2=E$. The change of variables multiplies both densities by the same constant. Since $\langle v_1^2\rangle=E/d$, we have $2\langle u_1^2\rangle=2E/(dt_1)$. To leading order, the ratio depends on the hopping along the normal alone.

For thermal filling, $\rho_s=(2E/dt)\rho_b$ with $\rho_b\propto E^{d/2-1}$ gives
\begin{equation}
\frac{n_s}{n_b}\simeq\frac{2}{dt}\,\frac{\int_0^\infty E^{d/2}e^{-E/k_BT}dE}{\int_0^\infty E^{d/2-1}e^{-E/k_BT}dE}
=\frac{2}{dt}\,\frac{\Gamma(d/2+1)}{\Gamma(d/2)}\,k_BT=\frac{k_BT}{t}.
\end{equation}
The dimension drops out, because the normal motion is one thermal degree of freedom whatever happens along the surface. The result needs $k_BT\ll t$ and a non-degenerate electron gas.

\section*{(f) A silicon-like lead against an oxide}

\textit{Take $d=3$, an isotropic mass $m=0.3$ electron masses, $a=0.3$ nm, $E=0.05$ eV and $T=300$ K. Find the densities, and judge the model for silicon against SiO$_2$.}

\textbf{Solution.} Here the lattice is a computational grid for the effective-mass equation, not the crystal lattice. Matching $E\simeq ta^2k^2$ to $\hbar^2k^2/2m$ gives $t=\hbar^2/(2ma^2)=1.4111$ eV, so $x=0.05/1.4111=0.03543$. For $d=3$ the constants in (\ref{eq:bulk}) and (\ref{eq:surf}) are $4\pi^2$ and $6\pi^2$:
\begin{align}
\rho_b&\simeq\frac{\sqrt{0.03543}}{4\pi^2\times1.4111\ \text{eV}}=3.379\times10^{-3}\ \text{eV}^{-1},\\
\rho_s&\simeq\frac{0.03543^{3/2}}{6\pi^2\times1.4111\ \text{eV}}=7.98\times10^{-5}\ \text{eV}^{-1},
\end{align}
per site and spin. Full integration gives $3.394\times10^{-3}$ and $7.97\times10^{-5}$ eV$^{-1}$, a ratio of $0.0235$ against $2x/3=0.0236$. Per volume, the bulk value is $0.126$ eV$^{-1}$nm$^{-3}$. Doubling $E$ to $0.1$ eV raises the surface density by $2.83$ and the bulk density by $1.42$, close to $2^{3/2}$ and $2^{1/2}$. The thermal ratio is $k_BT/t=0.02585/1.4111=0.0183$, and full integration gives $0.0182$.

The small ratio depends on the grid, since $2x/3\simeq2(ka)^2/3$ scales as $a^2$. It is the density of the effective-mass envelope at distance $a$ from a hard wall, as (\ref{eq:depth}) shows for $n=1$. Because $0.3$ nm is less than the edge of the cubic silicon cell, $0.543$ nm, this is not the density on a real surface atom. That density depends on the atomic structure of the surface and can differ by a large factor. The length that does not depend on the grid is $1/k=a/\sqrt x=1.59$ nm. It sets the scale on which the density recovers: by (\ref{eq:depth}), the density at this depth is about $0.55$ of the bulk value.

\textit{Leakage into the oxide.} Replace the hard wall by barrier sites with the same hopping and a level raised by $V=3$ eV, a rough value for this interface. Inside the barrier $\psi$ falls by a factor $\lambda$ per site, with $\lambda+1/\lambda=2+V/t-y$. The first lead site then feels $-t\psi_0=-t\lambda\psi_1$, which acts as a shift $U=-\lambda t$. As $\lambda<1$, we are in the first case of part (d), and the exponent survives. At $y=0$, $\lambda=0.2586$ and the prefactor grows by $1/(1-0.2586)^2=1.82$. At $E=0.05$ eV the full gain is $1.81$. Like the small ratio itself, this gain refers to the first lead site and depends on the grid, since $\lambda$ approaches one as $a$ shrinks. Even at a fixed point it is only a rough value. Keep the hard wall $0.3$ nm from the point of interest and the oxide edge halfway between them, as on the present grid. Refining the grid then lowers the gain at that point from $1.81$ to about $1.4$. This assumes the same mass in the oxide as in the lead. With an oxide mass of $0.5$ electron masses, and $\psi'/m$ continuous at the oxide edge, the gain at that point would be about $1.9$.

\textit{Comparison with real silicon.} The conduction band has six anisotropic valleys, with masses of roughly $0.9$ and $0.2$. For a surface normal to a cubic axis, two valleys have the heavy mass along the normal and four the light one. By part (e) the ratio scales with the normal mass. The computed values are $0.070$ and $0.0157$, and $0.034$ for all six valleys together, about $1.4$ times the isotropic result. This factor and the leakage gain cannot simply be multiplied, because $\lambda$ also depends on the mass. A non-parabolicity of roughly $\alpha=0.5$ eV$^{-1}$, with $k^2\propto E(1+\alpha E)$, raises the bulk density at $E$ by $6\%$.

One assumption that a device can break is the flat band. A field that changes the potential energy by $E$ over the length $1/k$ is $0.05\ \text{V}/1.594\ \text{nm}=0.314$ MV/cm. A transistor with an inversion charge of about $10^{12}$ cm$^{-2}$ or more has surface fields of this order or larger; at the onset of inversion in lightly doped silicon the field is much weaker. At fields of this order the potential can no longer be treated as a small correction, and the calculation must be redone with the actual potential. A weaker field matters too if it reaches deeper: a tenth of the above field over $16$ nm shifts the band edge at the surface by $0.05$ eV, as much as $E$ itself. If $E$ is counted from the bulk band edge, the flat-band densities therefore also require the total band bending to be small against $E$: in this example the surface density changes by a factor of about $2.7$ for downward and $0.08$ for upward bending. Counted from the local edge at the surface, it changes by only about $10\%$, since the potential varies little over $1/k$. The thermal ratio requires the bending to be small against $k_BT$. The thermal ratio also requires an electron density well below about $2.5\times10^{19}$ cm$^{-3}$, the effective density of states of six valleys with the isotropic mass. Interface roughness, image forces, scattering and the coupling of different valleys by the surface are left out, and their effect has not been estimated here. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Exponents from counted states (surface, bulk):
  d=1: 0.493, -0.498
  d=2: 0.999, 0.004
  d=3: 1.499, 0.504
Exponents from quadrature, x from 0.001 to 0.004 (surface, bulk):
  d=1: 0.4997, -0.4997
  d=2: 0.9999, 0.0003
  d=3: 1.4999, 0.5003
  d=4: 2.0000, 1.0003
Third layer over first layer, chain, x=0.001: 8.975
Surface over bulk at U=-t, d=3, x=0.001: 1.9998
Bound level at U=-1.5t, from bulk bottom: -0.1667 t
Mass: 0.3 electron masses
Grid spacing a: 0.3 nm
Hopping t: 1.4111 eV
Energy E: 0.05 eV
x = E/t: 0.03543
E (eV), surface, bulk (1/eV per site and spin), ratio:
  0.025  2.8208e-05  2.3946e-03  0.01178
  0.050  7.9748e-05  3.3940e-03  0.02350
  0.100  2.2536e-04  4.8214e-03  0.04674
Leading laws at E, surface: 7.9819e-05 1/eV
Leading laws at E, bulk: 3.3790e-03 1/eV
Leading ratio 2E/(3t): 0.02362
Bulk density per volume at E: 0.1257 1/(eV nm^3)
Surface density per volume at E: 0.00295 1/(eV nm^3)
Length 1/k = a/sqrt(x): 1.594 nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal density ratio, surface over bulk: 0.01824
Leading thermal ratio kT/t: 0.01832
Oxide barrier (rough): 3.0 eV
Decay factor per site in the oxide: 0.2586
Leakage gain of surface density, leading law: 1.819
Leakage gain of surface density at E: 1.808
Surface exponent with leakage, d=3: 1.4996
Ratio, heavy mass 0.9 along normal: 0.06993
Ratio, light mass 0.2 along normal: 0.01567
Ratio, all six valleys: 0.03376
Non-parabolicity (rough): 0.5 1/eV
Non-parabolic gain of bulk density at E: 1.0630
Field that bends the band by E over 1/k: 0.314 MV/cm
Degeneracy density scale, six valleys: 2.48e+19 1/cm^3
\end{verbatim}
